# Seebeck Coefficient of Thermionic Emission over a Planar Barrier

**Q:** Richardson's law gives the current that a hot electrode emits. A Seebeck coefficient is a voltage per kelvin at zero current. How can the first determine the second?

**A:** Use two emitters. Electrodes at \(T_h=T+\Delta T\) and \(T_c=T\) face each other across one planar barrier, and each emits electrons over it. At equal temperatures and equal electrochemical potentials the two currents cancel. If one side is heated it emits more, loses electrons and charges positively until the currents cancel again. The voltage reached is the Seebeck voltage. I define
\[
S=-\frac{V_h-V_c}{T_h-T_c},
\]
so electrons give a negative \(S\), and I write \(\Delta V=V_h-V_c>0\). Here \(e>0\) is the elementary charge and \(k\) is Boltzmann's constant.

**Q:** Then the emission law must be right, including its power of temperature. Where does \(T^2\) come from?

**A:** From counting states. Let \(z\) be the barrier normal and measure energy from the electrode's electrochemical potential \(\mu\). Assume parabolic bands, conserved transverse momentum, the same mass in electrode and barrier, no scattering in the barrier, and a transmission of one above the top and zero below it. The top lies \(\phi\) above \(\mu\). With two spin states per phase-space cell \(h^3\), the emitted current density has magnitude
\[
J=\frac{2e}{h^3}\int v_z f\,d^3p ,\qquad E_z>\phi,\quad p_z>0 .
\]
If \(\phi\) is several \(kT\), the occupation \(f\) is close to \(e^{-E/kT}\), with \(E=E_z+p_x^2/2m_x+p_y^2/2m_y\). Since \(v_z=\partial E_z/\partial p_z\), we have \(v_z\,dp_z=dE_z\). The three integrals separate:
\[
\int_{-\infty}^{\infty}\! e^{-p_x^2/2m_xkT}dp_x=\sqrt{2\pi m_xkT},\qquad
\int_\phi^\infty\! e^{-E_z/kT}dE_z=kT\,e^{-\phi/kT},
\]
and likewise for \(y\). Their product gives
\[
J=\frac{2e}{h^3}\,2\pi\sqrt{m_xm_y}\,(kT)^2e^{-\phi/kT}
=A\,T^2e^{-\phi/kT},\qquad A=\frac{4\pi e k^2\sqrt{m_xm_y}}{h^3}.
\]
One factor \(T\) comes from the transverse motion and one from the normal motion.

Take \(\phi=0.20\) eV, \(T=350\) K and mass \(0.07\,m_e\). Then \(kT=30.16\) meV and \(\phi/kT=6.631\). The free-electron constant is 120.2 A/(cm² K²), so
\[
J=120.2\times0.07\times350^2\times e^{-6.631}\ \text{A/cm}^2\approx1.36\ \text{kA/cm}^2 .
\]

**Q:** You now have two emitters. Which barrier height changes when a voltage appears?

**A:** The heights are measured from two different electrochemical potentials to one common top \(E_b\):
\[
\phi_h=E_b-\mu_h,\qquad \phi_c=E_b-\mu_c .
\]
A voltmeter reads differences of \(-\mu/e\). Therefore
\[
e\,\Delta V=\mu_c-\mu_h=\phi_h-\phi_c .
\]
The position of \(E_b\) cancels. A positive hot side has a lower \(\mu_h\), hence a higher barrier, and this restrains its emission.

**Q:** Now balance the currents, and do not linearize before you have to.

**A:** The constant \(A\) is common to both sides and drops out:
\[
T_h^2e^{-\phi_h/kT_h}=T_c^2e^{-\phi_c/kT_c}.
\]
Take logarithms and solve for \(\phi_h\):
\[
\phi_h=\phi_c\frac{T_h}{T_c}+2kT_h\ln\frac{T_h}{T_c}.
\]
Subtract \(\phi_c\), and use \(T_h/T_c-1=\Delta T/T\) with \(\phi_c=\phi\):
\[
e\,\Delta V=\phi\,\frac{\Delta T}{T}+2k(T+\Delta T)\ln\!\left(1+\frac{\Delta T}{T}\right).
\]
So far \(\Delta T\) need not be small. Expanding the logarithm to second order,
\[
(T+\Delta T)\left(\frac{\Delta T}{T}-\frac{\Delta T^2}{2T^2}\right)
=\Delta T+\frac{\Delta T^2}{2T}+\dots
\]
The first-order term gives
\[
|S|=\frac{\Delta V}{\Delta T}=\frac{k}{e}\left(2+\frac{\phi}{kT}\right).
\]
Linearizing the emission law directly leads to the same place. The hot current changes by
\[
\delta J=J\left[\left(\frac2T+\frac{\phi}{kT^2}\right)\Delta T-\frac{e\,\Delta V}{kT}\right],
\]
and \(\delta J=0\), multiplied by \(kT/J\), is the same condition.

For the example, \(|S|=86.17\times(2+6.631)\approx744\) µV/K. For \(\Delta T=20\) K the linear law gives 14.88 mV and the closed form 14.97 mV. The difference is close to the second-order term, \(k\Delta T^2/(eT)\approx0.1\) mV. The 20 K only illustrate the size of the nonlinearity; a semiconductor barrier some tens of nanometres thick could not sustain them at a realistic heat flux.

**Q:** The factor 2 looks like an accident of the prefactor. Has it a meaning?

**A:** It is the energy that emitted electrons carry in excess of the top, in units of \(kT\). For a state of energy \(E\) measured from \(\mu\), heating one side and shifting its potential by \(\delta\mu=-e\Delta V\) changes the occupation by
\[
\delta f=\left(-\frac{\partial f}{\partial E}\right)\left[\frac{E}{T}\Delta T-e\,\Delta V\right].
\]
Zero net current means that the sum of \(\delta f\) over transmitted states, weighted by their flux, vanishes. Hence
\[
e|S|T=\langle E\rangle ,
\]
with the average weighted by flux, transmission and \(-\partial f/\partial E\). In the Maxwell tail \(-\partial f/\partial E=f/kT\), so this is the mean energy of the emitted electrons. The normal part is
\[
\frac{\int_\phi^\infty E_z e^{-E_z/kT}dE_z}{\int_\phi^\infty e^{-E_z/kT}dE_z}=\phi+kT .
\]
The two transverse directions add \(kT/2\) each. The total, \(\phi+2kT=0.260\) eV, is the Peltier energy per electron.

This also settles the role of an anisotropic transverse mass, for an ellipsoid aligned with the barrier. It changes the number of states, not their mean energy. Raising \(m_y\) from 0.07 to \(0.30\,m_e\) multiplies the current by \(\sqrt{0.30/0.07}=2.07\). A direct momentum-space integration with Fermi occupation, solved for zero current, gives \(|S|=743.83\) µV/K for both masses.

**Q:** Barrier heights drift with temperature. If \(\phi\) falls by 0.3 meV per kelvin, surely you must add \(d\phi/dT\) to \(e|S|\).

**A:** No, because both electrodes emit over the same top. Suppose heating moves it by \(\gamma\Delta T\). The cold height becomes \(\phi+\gamma\Delta T\), and the first-order voltage is
\[
e\,\Delta V=\left(2k+\frac{\phi+\gamma\Delta T}{T}\right)\Delta T .
\]
The new term is \(\gamma\Delta T^2/T\), which is second order. The shift alters both opposing fluxes alike. With \(\gamma=-0.3\) meV/K, solving the zero-current condition for a small \(\Delta T\) again gives 743.8 µV/K, whereas adding the slope would give 443.8 µV/K.

The drift does matter if \(\phi\) is read from a Richardson plot, \(\ln(J/T^2)\) against \(1/T\). For \(\phi(T)=\phi_0+\gamma T\),
\[
J=A\,e^{-\gamma/k}\,T^2e^{-\phi_0/kT}.
\]
The slope yields \(\phi_0=0.20+0.0003\times350=0.305\) eV, not the height at 350 K. Inserting \(\phi_0\) would overstate \(|S|\) by \(|\gamma|/e=300\) µV/K.

**Q:** You replaced Fermi statistics by a Maxwell tail. How much does that cost?

**A:** Keep the full occupation and integrate over transverse energy. With \(z=e^{-\phi/kT}\), the current becomes
\[
J=AT^2F_1,\qquad F_1=\int_0^\infty\ln(1+ze^{-u})\,du=z-\frac{z^2}{4}+\dots
\]
Differentiating under the integral gives
\[
z\frac{dF_1}{dz}=\int_0^\infty\frac{ze^{-u}}{1+ze^{-u}}du=\ln(1+z)\equiv F_0 .
\]
At zero current \(T^2F_1\) is equal on the two sides. Its differential, using \(d\ln z=\phi\,dT/kT^2-d\phi/kT\), is
\[
\frac{2\,dT}{T}+\frac{F_0}{F_1}\left(\frac{\phi\,dT}{kT^2}-\frac{d\phi}{kT}\right)=0 .
\]
Since \(d\phi=e\,dV\),
\[
|S|=\frac ke\left[\frac{\phi}{kT}+\frac{2F_1}{F_0}\right].
\]
For small \(z\), \(F_1/F_0\approx(1-z/4)/(1-z/2)\approx1+z/4\), so the shift is \((k/e)z/2\). In the example it is 0.06 µV/K, which is negligible.

The opposite limit is instructive. Let \(\mu\) lie far above the top, \(\phi=-\eta kT\) with \(\eta\gg1\). Then \(F_0\to\eta\). Substituting \(y=\eta-u\),
\[
F_1=\int_{-\infty}^{\eta}\ln(1+e^y)dy\to\frac{\pi^2}{12}+\frac{\eta^2}{2}+\frac{\pi^2}{12},
\]
where \(\ln(1+e^y)=y+\ln(1+e^{-y})\) was used for \(y>0\), and each \(\pi^2/12\) is \(\int_0^\infty\ln(1+e^{-y})dy\). The terms linear in \(\eta\) cancel, leaving \(|S|\to(k/e)\,\pi^2/3\eta\). The thermopower becomes small, as in a metal, and the formula with the 2 no longer applies.

**Q:** A real barrier is not a switch. Electrons tunnel through it below the top.

**A:** Then replace the step by a transmission \(t(E_z)\). In the average for \(e|S|T\), the transverse integrals at fixed \(E_z\) are
\[
\int_{E_z}^\infty\!\left(-\frac{\partial f}{\partial E}\right)dE=f(E_z),\qquad
\int_{E_z}^\infty\! E\left(-\frac{\partial f}{\partial E}\right)dE=E_zf(E_z)+kT\ln(1+e^{-E_z/kT}),
\]
the second by parts. Hence
\[
e|S|T=\frac{\int t\,[E_zf+kT\ln(1+e^{-E_z/kT})]\,dE_z}{\int t f\,dE_z}.
\]
For a rounded top, approximate the potential by \(\phi-\tfrac12m\omega^2x^2\). With \(\xi=x\sqrt{m\omega/\hbar}\) and \(\nu=(E_z-\phi)/\hbar\omega\), the Schrödinger equation is \(\psi''+(\xi^2+2\nu)\psi=0\). At large \(\xi\) the wave leaving to the right is \(B\,\xi^{i\nu-1/2}e^{i\xi^2/2}\), as substitution confirms up to terms of relative order \(\xi^{-2}\).

Continue it to negative \(\xi\) through the upper half of the complex plane. It decays in the first quadrant and dominates in the second, so its coefficient carries over to the reflected wave. That wave has amplitude \(B(e^{i\pi})^{i\nu-1/2}=-iBe^{-\pi\nu}\) for unit incidence. Flux conservation, \(|B|^2(1+e^{-2\pi\nu})=1\), gives
\[
t=\frac{1}{1+e^{-2\pi(E_z-\phi)/\hbar\omega}} .
\]
In the Maxwell regime, put \(a=\hbar\omega/2\pi\), \(\beta=1/kT\) and \(y=e^{-(E_z-\phi)/a}\). The weight integral, apart from \(e^{-\beta\phi}\), is
\[
Z=a\int_0^\infty\frac{y^{a\beta-1}}{1+y}dy=\frac{\pi a}{\sin(\pi a\beta)},\qquad 0<a\beta<1 .
\]
The mean normal energy relative to the top is \(-d\ln Z/d\beta=\pi a\cot(\pi a\beta)\). Adding \(\phi\) and the transverse \(kT\),
\[
|S|=\frac ke\left[\frac{\phi}{kT}+1+\theta\cot\theta\right],\qquad \theta=\frac{\hbar\omega}{2kT}<\pi .
\]
For small \(\theta\), \(\theta\cot\theta\approx1-\theta^2/3\): the 2 returns for a broad top, and tunnelling lowers \(|S|\).

**Q:** Put in a thickness. And what if the edges are sharp rather than rounded?

**A:** Take a thickness \(d=30\) nm and let \(\mu\) lie 0.05 eV above the electrode band edge. The barrier then rises \(V_0=0.25\) eV above that edge. For the profile \(V_0[1-(2x/d)^2]\), matching the curvature gives \(\omega=\sqrt{8V_0/m}/d\), so \(\hbar\omega=49.2\) meV and \(\theta=0.815\). The formula gives 724 µV/K. A numerical solution of the Schrödinger equation for this profile gives 725 µV/K. Electrons below the top supply 22% of the linear-response conductance, yet \(|S|\) falls by less than 3% relative to the step result.

A rectangular barrier of the same height and thickness gives 774 µV/K, which is 4% above the step result, with 0.15% of the conductance below the top. Here reflection above the top matters. Let \(w\) be the normal kinetic energy in the electrode and \(K\), \(q\) the wave numbers outside and inside. Start on the right with \(\psi=1\), \(\psi'=iK\), and propagate back to the left edge:
\[
\psi=\cos qd-\frac{iK}{q}\sin qd,\qquad \psi'=q\sin qd+iK\cos qd .
\]
The incident amplitude is \(\tfrac12(\psi+\psi'/iK)=\cos qd-\tfrac i2(K/q+q/K)\sin qd\). Its squared modulus is \(1/t\):
\[
\frac1t=1+\frac{(K^2-q^2)^2}{4K^2q^2}\sin^2qd
=1+\frac{V_0^2\sin^2qd}{4w(w-V_0)} .
\]
Averaged over the phase \(qd\), with \(\langle(1+b\sin^2)^{-1}\rangle=(1+b)^{-1/2}\) and \(\varepsilon=w-V_0>0\), this becomes
\[
\bar t=\frac{2\sqrt{w\varepsilon}}{w+\varepsilon}.
\]
It starts as \(\sqrt\varepsilon\) and rises towards one, so slow electrons are suppressed. A constant \(t\) gives a mean \(\varepsilon\) of \(kT\), and a pure \(\sqrt\varepsilon\) gives \(\tfrac32kT\). Since \(\bar t\) rises with \(\varepsilon\) while \(\bar t/\sqrt\varepsilon=2\sqrt w/(w+\varepsilon)\) falls, the phase-averaged mean lies between them, so \(|S|\) rises by less than \(k/2e=43\) µV/K in this approximation. The full calculation gives a rise of 30 µV/K.

**Q:** Then a thinner barrier should be just as good, and it would conduct heat over a shorter path.

**A:** Not at 5 nm. With the other parameters fixed, \(\theta\) grows as \(1/d\) to about 4.9, beyond the limit \(\pi\), so the parabolic formula has no meaning. The numerical transmission gives 271 µV/K for the rectangular barrier and 225 µV/K for the rounded one. Electrons below the top then supply 97% and 99% of the conductance. Transport is mainly tunnelling, and the mean transported energy lies well below \(\phi+2kT\).

Strong cooling also ends in tunnelling. At fixed \(\phi\), the step formula gives 839, 744 and 672 µV/K at 300, 350 and 400 K, and its \(\phi/T\) term keeps growing on cooling. But \(\theta\) also grows as \(1/T\). For the rounded 30 nm barrier it reaches \(\pi\) at \(T=\hbar\omega/2\pi k\approx91\) K, so the emission picture must fail before that temperature is reached.

**Q:** And a thicker barrier? Electrons will scatter inside it.

**A:** In the diffusive limit each energy contributes according to its conductivity. For a flat band edge at \(\phi\) and energy \(\varepsilon\) above it, the density of states gives \(\varepsilon^{1/2}\), the squared velocity \(\varepsilon\), and the scattering time, by assumption, \(\varepsilon^r\). The local zero-current condition has the same form as before, so
\[
\langle\varepsilon\rangle=\frac{\int_0^\infty\varepsilon^{5/2+r}e^{-\varepsilon/kT}d\varepsilon}{\int_0^\infty\varepsilon^{3/2+r}e^{-\varepsilon/kT}d\varepsilon}
=\left(r+\tfrac52\right)kT ,
\]
by one integration by parts. The 2 is replaced by \(r+5/2\). It returns for \(r=-1/2\), an energy-independent mean free path, because time is path divided by speed. A 2 in the fitted law is therefore no proof of ballistic transport.

For a constant scattering time \(|S|\) is 787 µV/K. A rough mobility \(\mu_e=4000\) cm²/Vs gives a mean free path \(\sqrt{8kT/\pi m}\;\mu_em/e\approx70\) nm. This is only 2.3 times the thickness, so some scattering must be expected. The 43 µV/K between the two models is the full step from the ideal step transmission to the diffusive limit for a constant scattering time; from the sharp-edged ballistic value of 774 µV/K the step is only 13 µV/K. At 30 nm, less than half a mean free path, only part of it should appear; another scattering law would change the size of the step.

**Q:** Would a chip with such a barrier give me 744 microvolts for every kelvin I measure?

**A:** Only if that kelvin drops across the barrier itself. The parameters are rough values in the regime of single-barrier semiconductor heterostructure coolers, and no particular material is implied. A heat flux of 1 kW/cm², a strong hot spot, through 30 nm with a rough conductivity of 10 W/(m K) gives
\[
\Delta T=\frac{10^7\times30\times10^{-9}}{10}\ \text{K}=0.03\ \text{K},
\]
and, if only this drop counts, a voltage of about 22 µV. Interface thermal resistance is left out. Real devices break the assumption that the electrodes are isothermal. If each layer responds only to its own temperature drop, voltages in series add and the measured coefficient is
\[
S_{\text{dev}}=\frac{\sum_iS_i\,\Delta T_i}{\sum_i\Delta T_i}.
\]
In a 3 µm stack of uniform thermal conductivity the barrier takes 1% of the temperature drop and by this local rule contributes about 7 µV/K. The electrodes, with \(\mu\) 0.05 eV above their band edge and a constant scattering time, add roughly 160 µV/K and dominate the reading. The local rule understates the barrier when it is thinner than the energy-relaxation length \(\ell\) of the electrons: those that cross carry the temperature found about \(\ell\) inside each electrode, so the barrier's excess over the electrode coefficient acts over about \(d+2\ell\). For \(\ell=70\) nm that is nearly six times \(d\), and the excess is about 33 µV/K instead of 6. Either way the dilution is far larger than the few per cent from barrier shape at 30 nm. The numerical output lists the values behind these comparisons.

## Values computed for the example and the checks

```
Barrier height phi: 0.2 eV
Temperature: 350 K
Effective mass: 0.07 m_e
Barrier thickness: 30 nm
Fermi level above band edge: 0.05 eV
Thermal energy kT: 30.16 meV
phi/kT: 6.631
k/e: 86.173 uV/K
|S| formula: 743.78 uV/K
|S| zero-current 3D quadrature: 743.83 uV/K
Richardson constant, free mass: 120.2 A/(cm2 K2)
One-way current density, formula: 1359 A/cm2
One-way current density, 3D: 1358 A/cm2
Peltier energy phi+2kT: 0.2603 eV
Mean emitted energy, 3D: 0.2603 eV
Large temperature difference: 20 K
Voltage, closed form: 14.972 mV
Voltage, 3D quadrature: 14.973 mV
Voltage, linear law: 14.876 mV
|S| at 300 K, same phi: 839 uV/K
|S| at 350 K, same phi: 743.8 uV/K
|S| at 400 K, same phi: 672.3 uV/K
Degeneracy shift of |S|: 0.0568 uV/K
Heavy transverse mass m_y: 0.3 m_e
Current ratio, heavy m_y: 2.07
|S| with heavy m_y: 743.83 uV/K
Slope of barrier top: -0.3 meV/K
|S| with moving top, solved: 743.83 uV/K
False value with slope added: 443.78 uV/K
|S| rectangular, 30 nm: 773.6 uV/K
|S| rounded, 30 nm: 724.9 uV/K
hbar*omega of rounded top: 49.18 meV
theta of rounded top: 0.8154
|S| parabolic-top formula: 723.8 uV/K
Share below top, rect. 30 nm: 0.15 %
Share below top, rounded 30 nm: 22 %
|S| rectangular, 5 nm: 270.6 uV/K
|S| rounded, 5 nm: 225 uV/K
Share below top, rect. 5 nm: 96.7 %
Share below top, rounded 5 nm: 99 %
Mobility (rough): 4000 cm2/Vs
Mean free path: 69.9 nm
|S| diffusive, constant time: 786.9 uV/K
Hot-spot heat flux: 1 kW/cm2
Barrier heat conductivity (rough): 10 W/(m K)
Temperature drop across barrier: 0.03 K
Voltage from that drop: 22.3 uV
```
